# Multiple-time-step hybrid-functional dynamics and the resonance limit on the outer step

## Two ways to fail

A hybrid force can cost many times more than a semilocal one, even where the two energy surfaces have similar curvature. It is tempting to compute the difference rarely and hold it constant while cheap semilocal steps carry the nuclei forward. The total energy then drifts. If the difference is applied as well-timed impulses instead, the drift goes away, but another failure appears: an outer step near half a vibrational period makes the motion grow exponentially, even when the difference is a few per cent of the force constant. A small correction does not by itself permit a long step.

Write the Born-Oppenheimer energy as
$$E_h(q)=E_s(q)+\Delta E(q),$$
with $E_s$ semilocal, $E_h$ hybrid, and $q$ mass-weighted nuclear coordinates, so that accelerations are minus gradients. The nuclei are classical, there is no thermostat, and both forces are converged functions of position alone.

The drift is seen in one mode. Let the semilocal acceleration be $-\omega_0^2x$, the correction $-\lambda x$, and $\omega^2=\omega_0^2+\lambda$. If the correction is held from the last update, a time $\tau$ ago, it equals $-\lambda x(t-\tau)\approx-\lambda x+\lambda\tau v$. For $E=\tfrac12v^2+\tfrac12\omega^2x^2$,
$$\frac{dE}{dt}=v(\dot v+\omega^2x)\approx\lambda\tau v^2 .$$
Over an update interval $h$ the mean delay is $h/2$, and over a period the mean of $v^2$ is $E$. To leading order in $h$,
$$\frac{dE}{dt}\approx\frac{\lambda h}{2}E .$$
The delay acts as negative friction for $\lambda>0$ and as friction for $\lambda<0$. With $\omega_0=1$, $\lambda=\pm0.2$ and $h=0.1$, direct propagation gives rates of $\pm0.01001$; the formula gives $\pm0.01000$.

## Restoring reversibility

The delay has a direction in time, so the cure is a symmetric step. The Liouville operator is a sum of a semilocal part $L_s$ (drift and semilocal force) and a correction part $L_\Delta$ that changes velocities only. The symmetric factorization is
$$e^{L_\Delta h/2}\left[e^{L_s\delta}\right]^n e^{L_\Delta h/2},\qquad \delta=h/n,$$
where each inner exponential is replaced by a velocity-Verlet step. In operation:

1. Add $-(h/2)\nabla\Delta E$ to the velocity.
2. Take $n$ velocity-Verlet steps of length $\delta$ with $-\nabla E_s$.
3. Add $-(h/2)\nabla\Delta E$ at the new position.

The last correction force also serves the next step, so there is one hybrid force per outer step. The semilocal force at that geometry is used both inside and in the difference.

Each kick changes $v$ by a function of $q$, and each drift changes $q$ by a function of $v$. Both have unit Jacobian. The sequence reads the same backwards, so reversing the velocity retraces the path. This argument fails if the forces depend on history, for example through an unconverged self-consistent field started from earlier steps. Nothing in it depends on whether the orbitals live in plane waves, on a real-space grid or in Gaussians.

Reversibility removes the delay, but does not ensure stability. That requires the linear map.

## The linear map

Near a stationary geometry let $A$ be the semilocal Hessian, positive with frequencies $\omega_j$, and $B$ the Hessian of $\Delta E$. Assume $A+B>0$, meaning that the hybrid geometry is a true minimum. The two matrices need not commute. Constant forces move the fixed point of a linear map but do not affect its stability; they are considered later.

For one semilocal mode, an inner step gives
$$x'=\left(1-\tfrac12\omega_j^2\delta^2\right)x+\delta v,$$
$$v'=v-\tfrac12\delta\omega_j^2(x+x')=-\delta\omega_j^2\left(1-\tfrac14\omega_j^2\delta^2\right)x+\left(1-\tfrac12\omega_j^2\delta^2\right)v .$$
Define $\sin(\phi_j/2)=\omega_j\delta/2$ and $\Omega_j=\omega_j\cos(\phi_j/2)$. Then $1-\omega_j^2\delta^2/2=\cos\phi_j$, and $\sin\phi_j=\omega_j\delta\cos(\phi_j/2)$ gives $\delta=\sin\phi_j/\Omega_j$. The step is a rotation through $\phi_j$ in the variables $(\Omega_jx,v)$, so $n$ steps rotate through $n\phi_j$:
$$P=\begin{pmatrix}C&S\\-\Omega^2S&C\end{pmatrix},\qquad C=\cos n\phi,\quad S=\frac{\sin n\phi}{\Omega},$$
with matrices diagonal in the semilocal modes.

A half kick sends $v$ to $v-(h/2)Bq$. Placing one on each side of $P$ gives a map $M$ with diagonal blocks
$$M_{11}=C-\tfrac h2SB,\qquad M_{22}=C-\tfrac h2BS=M_{11}^T .$$
Let $\Theta$ reverse velocities. Reversibility means $M^{-1}=\Theta M\Theta$, which keeps the diagonal blocks and changes the sign of the others. Therefore
$$M+M^{-1}=2\begin{pmatrix}M_{11}&0\\0&M_{22}\end{pmatrix}.$$
An eigenvalue $\mu$ of $M$ obeys $\mu+1/\mu=2g$, where $g$ is an eigenvalue of $M_{11}$. If $M_{11}$ is diagonalizable with every $g$ real and inside $(-1,1)$, the two roots for each $g$ are distinct and on the unit circle, and the motion is bounded. A real $|g|>1$ gives a root outside the circle and exponential growth.

## The limit on the outer step

Suppose first that $n\phi_j<\pi$ for every mode. Since $\sin(\phi_j/2)=\omega_jh/(2n)$, this means $h<h_c$ with
$$h_c=\frac{2n}{\omega_{\max}}\sin\frac{\pi}{2n},\qquad h_c\to\frac{\pi}{\omega_{\max}}\quad(n\to\infty).$$
Then $S$ is positive, and
$$M_{11}=S^{1/2}GS^{-1/2},\qquad G=C-\tfrac h2S^{1/2}BS^{1/2}.$$
$G$ is symmetric, so all $g$ are real. Stability requires $1-G>0$ and $1+G>0$. Multiplying each on both sides by $S^{-1/2}$, which preserves positivity, and then by $2/h$ gives
$$K+B>0,\qquad L-B>0,$$
$$K=\frac2h\,\Omega\tan\frac{n\phi}{2},\qquad L=\frac2h\,\Omega\cot\frac{n\phi}{2},$$
because $(1-\cos\theta)/\sin\theta=\tan(\theta/2)$ and $(1+\cos\theta)/\sin\theta=\cot(\theta/2)$.

The first condition is satisfied automatically. Using $\omega_j=(2/\delta)\sin(\phi_j/2)$,
$$\frac{K_j}{\omega_j^2}=\frac{\tan(n\phi_j/2)}{n\tan(\phi_j/2)}\ge1,$$
since the tangent is convex on $(0,\pi/2)$ and zero at the origin. Thus $K+B\ge A+B>0$. The stability criterion below $h_c$ is
$$\boxed{\;\frac2h\,\Omega\cot\frac{n\phi}{2}-B>0\;}$$
in the sense of a positive definite matrix. At fixed $n$, the factors $1/h$, $\cos(\phi_j/2)$ and $\cot(n\phi_j/2)$ are positive and decrease with $h$. Once positivity is lost it does not return below $h_c$, so the first zero of the lowest eigenvalue is the limit.

If there is no zero, $h_c$ itself is the limit for $n\ge2$ and a nondegenerate top mode $t$. There $S_t=0$ and $C_t=-1$, so row $t$ of $M_{11}$ is minus a unit vector and $g=-1$ is an eigenvalue. Let its right eigenvector have component 1 on mode $t$ and $r$ on the others, and let $b$ be the column of $B$ coupling them to $t$. With a prime marking the block of the other modes, their rows give $(L'-B')r=b$. As $h$ increases, $dC_t/dh=0$ and $dS_t/dh<0$, whence
$$\frac{dg}{dh}=-\frac h2\frac{dS_t}{dh}\left[B_{tt}+b^T(L'-B')^{-1}b\right].$$
At $h_c$, $L_t=0$, so the bracket is minus the Schur complement of $L-B$. If $L-B$ is still positive, that complement is positive, and $g$ moves below $-1$. Instability starts just beyond $h_c$.

Apart from the marginal case in which that complement vanishes (a top mode untouched by the correction is one example), the limit never exceeds $h_c$, which is itself below half the shortest semilocal period. For $n=1$ the ceiling argument does not apply, because $S=h$ never vanishes; then $L=4/h^2-A$, and $L-B>0$ becomes the ordinary Verlet condition for the full Hessian. For 18 three-mode systems with noncommuting Hessians, maps propagated step by step were stable at the sampled steps below the predicted limit and unstable just above it.

## Why a small correction can resonate

For one mode put $a=\lambda h/(2\Omega)$. Then
$$g=\cos n\phi-a\sin n\phi=\sqrt{1+a^2}\,\cos(n\phi+\arctan a).$$
The condition $g<-1$ holds for $n\phi$ between $\pi$ and $\pi-2\arctan a$. If $\lambda>0$ this window lies below $\pi$; if $\lambda<0$ it lies above. For fine inner steps and small positive $\lambda$, $\pi-\omega_0h\approx2a\approx\pi\lambda/\omega_0^2$, so
$$h_{\max}\approx\frac{\pi}{\omega_0}\left(1-\frac{\lambda}{\omega_0^2}\right).$$

At $n\phi=\pi$ the inner motion reverses both $x$ and $v$. The next kick therefore has the opposite sign, but so does the velocity it meets, and successive impulses add. After $m$ outer steps $v=(-1)^m(v_0-m\lambda hx_0)$: linear growth at the window's edge. Inside, where $n\phi+\arctan a=\pi$, the growth exponent $\gamma$ per outer step obeys $\cosh\gamma=\sqrt{1+a^2}$, or
$$\gamma=\operatorname{arsinh}|a| .$$
Reducing $\lambda$ narrows the window and slows the growth. It does not remove the window: one edge stays at $n\phi=\pi$ however small a nonzero $\lambda$ is.

## Accuracy below the limit

Stability does not imply accuracy. For exact inner flow the map frequency $\tilde\omega$ satisfies
$$\cos\tilde\omega h=\cos\omega_0h-\frac{\lambda h}{2\omega_0}\sin\omega_0h .$$
Expansion to fourth order in $h$ gives
$$\tilde\omega^2=\omega^2+\frac{h^2}{12}\left(\omega^4-\omega_0^4-2\lambda\omega_0^2\right)=\omega^2+\frac{\lambda^2h^2}{12}.$$
Finite inner steps replace $\omega_0^2$ by $(\phi/\delta)^2\approx\omega_0^2+\omega_0^4\delta^2/12$ and $\lambda$ by $\lambda\phi/(\delta\Omega)\approx\lambda(1+\omega_0^2\delta^2/6)$. Since $\omega_0^4+2\lambda\omega_0^2=\omega^4-\lambda^2$,
$$\tilde\omega^2\approx\omega^2+\frac{\lambda^2h^2+(\omega^4-\lambda^2)\delta^2}{12}.$$
The long step enters the frequency only through $\lambda^2$ at this order, which is the attraction of the splitting.

There is a second error. When the two functionals have different minima, the correction contains a constant force. Measure $x$ from the hybrid minimum and let the semilocal harmonic well be centred at $u$. The inner acceleration is $-\omega_0^2(x-u)$ and the correction is $-\lambda x-\omega_0^2u$. A fixed point $s$ has zero velocity at outer times. After the first half kick, $v_0=-(h/2)(\lambda s+\omega_0^2u)$. Returning to $s$ requires
$$C(s-u)+Sv_0=s-u\quad\Longrightarrow\quad v_0=\frac h2K(s-u).$$
The inner motion then ends with velocity $-v_0$, which the second half kick cancels. Equating the two expressions gives
$$s=\frac{K-\omega_0^2}{K+\lambda}\,u .$$
The shift starts as $h^2$ and tends to $u$ at $h_c$: the geometry seen at outer times slides from the hybrid minimum to the semilocal one.

This shift also appears in the energy. With $y=x-s$, the one-mode map conserves $v^2+\kappa y^2$, where
$$\kappa=\frac{1-g^2}{S^2}=\frac{h^2}{4}(K+\lambda)(L-\lambda).$$
For a start at rest at $y_0$, the change of the true energy at outer times is
$$\Delta H=\tfrac12(\kappa-\omega^2)(y_0^2-y^2)-\omega^2s(y_0-y).$$
When $|\kappa-\omega^2||y_0|<\omega^2|s|$, the largest magnitude is at $y=-y_0$ and equals $2\omega^2|sy_0|$. If $s=0$, an error of at most $\tfrac12|\kappa-\omega^2|y_0^2$ remains. For fine inner steps, expanding $K$ and $L$ in $h$ gives
$$\kappa-\omega^2\approx-\frac{\lambda h^2}{12}\left(4\omega_0^2+3\lambda\right),$$
which is of first order in $\lambda$, unlike the frequency error. In an unweighted coordinate these energies are multiplied by the reduced mass.

## F$_2$: PBE inside, PBE0 outside

The bond stretch of F$_2$ shows both effects. Its curves come from restricted Kohn-Sham calculations in the def2-SVP basis. They omit rotation, and basis error and static correlation remain, so they test the integrator on realistic surfaces rather than predict measured frequencies. In Rydberg units the mass unit is $2m_e$ and the time unit is $\hbar/\mathrm{Ry}=0.04838$ fs; the reduced mass is $\mu=8658$.

The minima are at 2.666 bohr (PBE) and 2.601 bohr (PBE0). At their own minima the frequencies are 9.01 and 9.84 mRy$/\hbar$, which suggests a stiffening correction. But both Hessians must be taken at the same geometry. At the PBE0 minimum the PBE frequency is $\omega_0=10.00$ mRy$/\hbar$, so
$$\frac{\lambda}{\omega_0^2}=\left(\frac{9.842}{9.997}\right)^2-1=-0.031 .$$
On these def2-SVP curves the correction softens the bond there; this small difference of curvatures was not checked in a larger basis. For $n=16$ the harmonic limit is therefore the ceiling,
$$h_c=\frac{32}{0.009997}\sin\frac{\pi}{32}=313.7\ \hbar/\mathrm{Ry}=15.18\ \mathrm{fs}.$$
A 3% correction still gives a harmonic growth exponent of 0.049 at the window centre, one e-fold in about 20 outer steps.

The real bond is anharmonic, and the fixed orbit makes an excursion between kicks. For even $n$, let the map from an outer time to the middle of the step have derivative
$$J=\begin{pmatrix}a_J&b_J\\c_J&d_J\end{pmatrix},\qquad a_Jd_J-b_Jc_J=1 .$$
By reversibility the whole step has derivative $\Theta J^{-1}\Theta J$, with half trace $a_Jd_J+b_Jc_J=2a_Jd_J-1$. The resonance is the region $a_Jd_J<0$, bounded by the zeros of $a_J$ and $d_J$. For F$_2$ these lie at 306.2 and 337.5 $\hbar/\mathrm{Ry}$, or 14.8 and 16.3 fs. The lower edge is 2.4% below the harmonic limit, so on these curves the harmonic value is not a safe bound.

A displacement of $10^{-6}$ bohr from the fixed point stays at that size at 0.97 of the lower edge. In the middle of the window it reaches 0.27 bohr within 3000 steps.

## What the energy errors say

The trajectories start at rest, stretched by 0.05 bohr from the PBE0 minimum, with 0.99 mRy of vibrational energy. The inner step is 10 $\hbar/\mathrm{Ry}$. The largest energy errors over 3000 outer steps are:

| $h$ ($\hbar$/Ry) | Error (mRy) |
|---:|---:|
| 40 | 0.061 |
| 80 | 0.244 |
| 160 | 0.790 |
| 240 | 0.911 |
| 280 | 0.335 |
| 320 | 62 |

The quadratic growth at small $h$ is expected, but two features need explanation. Ordinary Verlet with the full PBE0 force at $h=80$ has an error of 0.149 mRy, less than the split scheme's 0.244 at the same outer step. And the split error falls before the resonance.

Both follow from the fixed-point shift. At $h=40$ and $n=16$ the nonlinear map gives $s=0.804$ mbohr, in agreement with the formula. There $K/\omega_0^2=1.0135$, so
$$u=\frac{1.0135-0.0309}{0.0135}\times0.000804\approx0.0585\ \mathrm{bohr}.$$
At $h=80$, $n=8$, $K/\omega_0^2=1.056$ gives $s=0.0032$ bohr and $y_0=0.05-0.0032=0.0468$ bohr. With $\mu\omega^2=0.839$ Ry/bohr$^2$,
$$2\mu\omega^2sy_0=2(0.839)(0.0032)(0.0468)\ \mathrm{Ry}\approx0.25\ \mathrm{mRy},$$
close to the observed 0.244. Verlet with the full force has $K=\omega_0^2$ and hence $s=0$. Its $\kappa=\omega^2(1-\omega^2h^2/4)$ leaves an error of about $(0.787)^2/4\times0.99=0.15$ mRy.

At $h=280$ the linear formula puts $s$ near 0.045 bohr. The chosen start is then only 0.005 bohr from the fixed point, and the estimated error is 0.39 mRy, against 0.335 observed. The small error is an accident of the starting point, not a sign of accuracy. An energy test from a single starting point can thus look better near resonance than at a safer step.

The formula also suggests a repair. Any fixed, cheap function of position may be moved from $\Delta E$ into the inner energy without changing their sum. A linear term in the bond length that cancels the inner force at the hybrid minimum makes $u=0$, and so $s=0$ in the linear model. This choice was not run on the F$_2$ curves.

## Choosing the step

The shortest semilocal period at the hybrid geometry sets the ceiling, the matrix condition gives any further reduction, and anharmonicity calls for a margin below both. Within that range, the accuracy of the harmonic model is set by the shift $s$, the frequency error and the difference between $\kappa$ and $\omega^2$; an anharmonic bond can also have resonances at smaller fractions of the period, which the linear map does not show. A mismatch of minima may matter before resonance does, as it does here.

If a hybrid force costs 40 semilocal forces and $n=8$, the gain over a hybrid force at every inner step is
$$\frac{8\times40}{40+8}=6.7 .$$
This compares cost at equal inner step, not at equal accuracy. For the F$_2$ start used here, plain Verlet at $h=80$ conserves energy better than the split scheme at the same outer step, also with one hybrid force per step. The splitting earns its cost when the correction is weak in both curvature and constant force, or when the latter has been moved inside. The remaining values are in the numerical output.

## Calculated quantities

```
coupled three-mode systems with limit confirmed: 18
held correction, lambda=+0.2, h=0.1: energy rate +0.01001, lambda*h/2 +0.01000 (w0=1 units)
held correction, lambda=-0.2, h=0.1: energy rate -0.01001, lambda*h/2 -0.01000 (w0=1 units)
F2 reduced mass: 8657.99 (2 m_e); time unit: 0.048378 fs
bond length PBE: 2.6660 bohr; PBE0: 2.6012 bohr
PBE frequency at PBE minimum: 9.0099 mRy/hbar
PBE frequency w0 at PBE0 minimum: 9.9974 mRy/hbar
PBE0 frequency at PBE0 minimum: 9.8419 mRy/hbar
lambda/w0^2 at PBE0 minimum: -0.03087
half period pi/w0: 314.24 hbar/Ry = 15.202 fs
ceiling h_c, n=16: 313.74 hbar/Ry
harmonic limit, n=16: 313.74 hbar/Ry = 15.178 fs
harmonic resonance centre: 318.65 hbar/Ry; growth exponent 0.04940 per outer step
fixed-point shift at h=40 hbar/Ry: map 0.8039, formula 0.8037 mbohr
nonlinear window edge, position (a=0): 337.52 hbar/Ry = 16.329 fs
nonlinear window edge, velocity (d=0): 306.24 hbar/Ry = 14.815 fs
1e-6 bohr offset grows to: 1.00e-06 bohr at 0.97 of first edge, 2.66e-01 bohr inside window
return error after 500 steps and reversal: 7.3e-15 bohr
energy-error ratio on doubling h from 20 to 40 hbar/Ry: 3.966
start: 0.05 bohr stretch, vibrational energy 0.9934 mRy; inner step 10 hbar/Ry
h= 20 hbar/Ry, n= 2: max energy error 0.01216 mRy in 3000 steps
h= 40 hbar/Ry, n= 4: max energy error 0.06078 mRy in 3000 steps
h= 80 hbar/Ry, n= 8: max energy error 0.24430 mRy in 3000 steps
h=160 hbar/Ry, n=16: max energy error 0.78987 mRy in 3000 steps
h=240 hbar/Ry, n=24: max energy error 0.91066 mRy in 3000 steps
h=280 hbar/Ry, n=28: max energy error 0.33502 mRy in 3000 steps
h=320 hbar/Ry, n=32: max energy error 62.18315 mRy in 3000 steps
single-step Verlet, h=80 hbar/Ry: max energy error 0.14888 mRy in 3000 steps
speed-up over hybrid force at every inner step, cost ratio 40, n=8: 6.67
```
